\section*{Symmetry filtering: large tunnel magnetoresistance without half-metallic electrodes}

\section{Two chains that already contain the effect}

A half-metal has Fermi-level states of one spin and none of the other, anywhere in the Brillouin zone. Two such electrodes with antiparallel magnetizations pass no current if spin is conserved. It is tempting to reverse the inference and to conclude from the large magnetoresistance of Fe/MgO/Fe that bulk iron is nearly half-metallic. A junction made of two independent atomic chains, $A$ and $B$, shows why this fails.

Let each electrode chain have site energy $\varepsilon$ and hopping $t$, and set the Fermi energy to zero. Removing the end site of a semi-infinite chain leaves the same chain, so its end-site Green function obeys $g=1/(-\varepsilon-t^2g)$, that is,
\begin{equation}
t^2g^2+\varepsilon g+1=0,\qquad
g=\frac{-\varepsilon-i\sqrt{4t^2-\varepsilon^2}}{2t^2}\quad(|\varepsilon|<2|t|).
\label{g}
\end{equation}
The sign of the root is the retarded one, $\mathrm{Im}\,g<0$. If the electrode couples to the barrier by a hopping $w$, the barrier's end site acquires the self-energy $\Sigma=w^2g$ and the escape rate
\begin{equation}
\Gamma=-2\,\mathrm{Im}\,\Sigma=\frac{w^2}{t^2}\sqrt{4t^2-\varepsilon^2}.
\label{gamma}
\end{equation}
For $|\varepsilon|>2|t|$ the band misses the Fermi energy, $g$ is real and $\Gamma=0$: the chain is closed.

The barrier has $n$ sites of energy $-u$ with $u>0$, joined by hopping $t_b$ with $2|t_b|<u$. The Landauer transmission is $T=\Gamma_L\Gamma_R|G_{n1}|^2$, where $G$ is the inverse of the tridiagonal matrix $M=-H-\Sigma$. Its off-diagonal elements are $-t_b$, and the cofactor rule gives
\begin{equation}
G_{n1}=\frac{t_b^{\,n-1}}{\det M},\qquad
\det M=D_n-(\Sigma_L+\Sigma_R)D_{n-1}+\Sigma_L\Sigma_RD_{n-2}.
\end{equation}
Here $D_m$ is the determinant for $m$ sites without electrodes. Expanding along the last row gives $D_m=uD_{m-1}-t_b^2D_{m-2}$, which powers $q^m$ solve if $q^2-uq+t_b^2=0$. With $u=2|t_b|\cosh\kappa$ the roots are $q_\pm=|t_b|e^{\pm\kappa}$, and $D_0=1$, $D_1=u$ fix
\begin{equation}
D_m=\frac{q_+^{m+1}-q_-^{m+1}}{q_+-q_-}.
\end{equation}
In a thick barrier the powers of $q_-$ are negligible, so $\det M\simeq q_+^{n-1}(q_+-\Sigma_L)(q_+-\Sigma_R)/(q_+-q_-)$ and
\begin{equation}
T\simeq (q_+-q_-)^2e^{-2\kappa(n-1)}a_La_R,\qquad
a=\frac{\Gamma}{|q_+-\Sigma|^2}.
\label{chain}
\end{equation}
The transmission is a product of one factor per electrode and one for the barrier.

Now let chain $A$ be open for majority spin and closed for minority spin, and let chain $B$ be open for both. Both spins conduct in the electrodes, so they are not half-metallic. Label the transmission by the spin characters of the left and right electrode states, so that $T_{\uparrow\downarrow}$ belongs to antiparallel magnetizations. Then $G_P=T_{\uparrow\uparrow}+T_{\downarrow\downarrow}$ and $G_{AP}=2T_{\uparrow\downarrow}$ in units of $e^2/h$, and
\begin{equation}
\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}
=\frac{T_{\uparrow\uparrow}+T_{\downarrow\downarrow}}{2T_{\uparrow\downarrow}}-1 .
\end{equation}
Chain $A$ contributes to $T_{\uparrow\uparrow}$ alone. If it decays more slowly in the barrier, $\kappa_A<\kappa_B$, the TMR grows as $e^{2(\kappa_B-\kappa_A)n}$, whatever number of minority electrons chain $B$ holds at the Fermi energy.

\section{A three-dimensional counter-example}

In a crystal, symmetry provides the chains. Consider a simple-cubic metal with orbitals $s$, $d_{z^2}$, $d_{x^2-y^2}$, $d_{xz}$, $d_{yz}$, $d_{xy}$ and nearest-neighbour hopping, with layers stacked along $z$. This is a model with round parameters, and not a calculation of iron or MgO. Energies are in eV and lengths in lattice constants. Spin--orbit coupling is absent, and the in-plane wave vector $\mathbf k_\parallel$ is conserved.

The site energies are $3.0$ for $s$, $1.2$ for the pair $d_{z^2},d_{x^2-y^2}$ and $-1.6$ for the other three. Exchange shifts the $d$ levels by $-1$ for majority and $+1$ for minority spin. The hoppings are $V_{ss}=-1.0$, $V_{sd}=-0.8$, $V_\sigma=-0.8$, $V_\pi=0.6$, $V_\delta=0.2$.

\subsection{Sectors at normal incidence}

At $\mathbf k_\parallel=0$ the fourfold rotation and the vertical mirrors divide the orbitals into four sectors: $\Delta_1$ ($s,d_{z^2}$), $\Delta_2$ ($d_{x^2-y^2}$), $\Delta_5$ ($d_{xz},d_{yz}$) and $\Delta_{2'}$ ($d_{xy}$). The in-plane neighbours only shift levels or couple orbitals within a sector.

For these shifts, note that $d_{z^2}$ has amplitude $-\tfrac12$ on the $d$ orbital pointing along $x$ (or $y$), and the remaining weight $\tfrac34$ hops by $V_\delta$. Four neighbours give $4(\tfrac14V_\sigma+\tfrac34V_\delta)=V_\sigma+3V_\delta$. For $d_{x^2-y^2}$ the weights are interchanged, giving $3V_\sigma+V_\delta$. The orbital $d_{xz}$ has two $\pi$ and two $\delta$ neighbours in the plane, and $d_{xy}$ has four $\pi$ neighbours. With $c=\cos k_z$, and the upper sign for majority spin,
\begin{align}
\Delta_2:&\quad 1.2\mp1+3V_\sigma+V_\delta+2V_\delta c=-1\mp1+0.4c,\\
\Delta_5:&\quad -1.6\mp1+2V_\pi+2V_\delta+2V_\pi c=\mp1+1.2c,\\
\Delta_{2'}:&\quad -1.6\mp1+4V_\pi+2V_\delta c=0.8\mp1+0.4c.
\end{align}
A band crosses zero if its constant is smaller in magnitude than its coefficient of $c$. Hence $\Delta_5$ is open for both spins, $\Delta_2$ for minority spin only ($0<0.4$, against $2>0.4$), and $\Delta_{2'}$ for majority spin only ($0.2<0.4$, against $1.8>0.4$).

In $\Delta_1$ the $s$ level is $S=3+4V_{ss}+2V_{ss}c=-1-2c$, and the $d_{z^2}$ level is $D=1.2\mp1+V_\sigma+3V_\delta+2V_\sigma c=1\mp1-1.6c$. Their coupling is $2V_{sd}c$ from the neighbours along $z$ and $4(-\tfrac12)V_{sd}$ from those in the plane, in total $2V_{sd}(c-1)$. A state at zero energy requires $SD-4V_{sd}^2(c-1)^2=0$. For majority spin
\begin{equation}
(-1-2c)(-1.6c)-2.56(c-1)^2=0.64c^2+6.72c-2.56=0,
\end{equation}
with the root $c=0.368$, or $k_z=1.194$; the other root lies outside $[-1,1]$. For minority spin the determinant is
\begin{equation}
(-1-2c)(2-1.6c)-2.56(c-1)^2=0.64c^2+2.72c-4.56 .
\end{equation}
This function is convex, so its maximum on $[-1,1]$ is at an end point; the values there are $-6.64$ and $-1.20$. A negative determinant means one level below zero and one above it for every real $k_z$. The Fermi energy lies in a minority $\Delta_1$ gap, which extends from $-1.15$ to $0.40$ eV.

$\Delta_1$ is thus fully polarized along the normal, but so are $\Delta_2$, with the opposite sign, and $\Delta_{2'}$. Full polarization at normal incidence is therefore not peculiar to $\Delta_1$. What distinguishes $\Delta_1$ is the barrier.

\subsection{The whole zone}

On a mesh of $48\times48$ in-plane wave vectors per quadrant, with a broadening of $0.05$ eV, the densities of states are $N_\uparrow=0.475$ and $N_\downarrow=1.135$ per eV and cell. Mesh and broadening shift these values by several hundredths, but the minority excess remains. With the values given,
\begin{equation}
P=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow}=\frac{-0.660}{1.610}=-0.41 .
\end{equation}
The metal also has on average $1.06$ open majority and $2.38$ open minority modes per surface cell. It is far from half-metallic, and most of its Fermi-level states are minority states. If tunnelling probabilities were proportional to densities of states alone, one would have $T_{\sigma\sigma'}\propto N_\sigma N_{\sigma'}$ and
\begin{equation}
\mathrm{TMR}=\frac{(N_\uparrow-N_\downarrow)^2}{2N_\uparrow N_\downarrow}=\frac{2P^2}{1-P^2}\approx40\,\% .
\end{equation}

\subsection{The barrier}

The insulator has an $s$ level at $8$ and $p$ levels at $-3$, with $V_{ss}=-1$, $V_{sp}=1$, $V_{pp\sigma}=0.5$, $V_{pp\pi}=-0.1$. At $\mathbf k_\parallel=0$ its $\Delta_1$ states combine $s$ and $p_z$, with diagonal elements $8-4-2\cos k_z$ and $-3-0.4+\cos k_z$. Since an $s$--$p_z$ hopping changes sign with direction, the coupling is $2iV_{sp}\sin k_z$. The Fermi energy lies in the gap, so put $k_z=i\kappa$ and $C=\cosh\kappa$; then $\sin^2k_z=1-C^2$ and the determinant condition is
\begin{equation}
(4-2C)(-3.4+C)+4(C^2-1)=2C^2+10.8C-17.6=0 .
\end{equation}
The positive root $C=1.311$ gives $\kappa_1=0.770$ per layer. The other root, $C=-6.7$, is a faster decay with alternating sign. The $\Delta_5$ states $p_x,p_y$ have only the narrow band $-3+1-0.2-0.2\cos k_z$, which vanishes at $\cos k_z=-11$, so $\kappa_5=\operatorname{arcosh}11=3.089$. The decay is slow in $\Delta_1$ because the conduction band and a valence band share this symmetry and are joined through the gap by one evanescent branch. Without their coupling the two diagonal elements would vanish separately at $C=2$ and $C=3.4$, which gives the faster decays $1.32$ and $1.89$ per layer. $\Delta_2$ and $\Delta_{2'}$ have no partner in this small barrier basis and are blocked at normal incidence; a richer basis would give them finite decay constants.

\subsection{Normal incidence in numbers}

The interface hoppings are $-1.0$ ($ss$), $-0.8$ ($sd$), $1.0$ ($sp$), $-0.8$ ($pd\sigma$) and $0.4$ ($pd\pi$). For four barrier layers $T_{\uparrow\uparrow}=8.1\times10^{-3}$, while $T_{\downarrow\downarrow}=2.2\times10^{-10}$ and $T_{\uparrow\downarrow}=3.7\times10^{-10}$. The TMR at this single $\mathbf k_\parallel$ is of order $10^7$ as a ratio.

The small numbers can be traced with Eq.~(\ref{chain}), because $\Delta_5$ consists of two identical single-orbital chains. The electrode has $\varepsilon=\mp1$ and $t=0.6$, so Eqs.~(\ref{g}) and (\ref{gamma}) with $w^2=0.16$ give
\begin{equation}
\Sigma=\pm0.222-0.147i,\qquad \Gamma=0.295 .
\end{equation}
The escape rates of the two spins are equal; only the real parts differ. In the barrier $u=2.2$, $|t_b|=0.1$, $q_+=0.1e^{\kappa_5}=2.195$ and $q_+-q_-=0.2\sinh\kappa_5=2.191$. Then
\begin{align}
a_\uparrow&=\frac{0.295}{(2.195-0.222)^2+0.147^2}=0.0753,\\
a_\downarrow&=\frac{0.295}{(2.195+0.222)^2+0.147^2}=0.0503 .
\end{align}
Two chains give $T_{\downarrow\downarrow}=2(2.191)^2e^{-6\kappa_5}a_\downarrow^2=2.2\times10^{-10}$, as computed. The same formula gives $T_{\uparrow\downarrow}=3.2\times10^{-10}$, somewhat below the computed $3.7\times10^{-10}$. The excess is about $6\times10^{-9}$ of $T_{\uparrow\uparrow}$. It enters through $\Delta_1$, because the control below, with that contact cut, agrees with the chain formula. At a strictly real energy the minority $\Delta_1$ contribution would vanish; the numerical evaluation adds an imaginary part of $10^{-8}$ eV to the energy, which leaves a trace of spectral weight in the gap. The order of magnitude of the TMR is unaffected.

As a control, keep the electrodes and the barrier but cut the contact of $s$ and $d_{z^2}$ to the barrier. Only $\Delta_5$ remains, and Eq.~(\ref{chain}) predicts
\begin{equation}
\mathrm{TMR}=\frac12\left(\frac{a_\uparrow}{a_\downarrow}+\frac{a_\downarrow}{a_\uparrow}\right)-1
=\frac12(1.50+0.67)-1=0.08 ,
\end{equation}
in agreement with the computed $0.083$. The same ferromagnet gives $8\,\%$ or a factor of $10^7$ at normal incidence, depending on which sector reaches the barrier.

\subsection{All in-plane wave vectors}

A real junction of large area sums over $\mathbf k_\parallel$. On the $48\times48$ mesh the averages per surface cell are:

\begin{center}
\begin{tabular}{ccccc}
$n$ & $T_{\uparrow\uparrow}$ & $T_{\downarrow\downarrow}$ & $T_{\uparrow\downarrow}$ & TMR\\
2 & $4.7\times10^{-2}$ & $1.3\times10^{-2}$ & $1.9\times10^{-2}$ & 61\,\%\\
6 & $1.4\times10^{-5}$ & $1.7\times10^{-6}$ & $2.5\times10^{-6}$ & 206\,\%\\
10 & $1.09\times10^{-8}$ & $2.3\times10^{-10}$ & $4.9\times10^{-10}$ & 1042\,\%
\end{tabular}
\end{center}

At ten layers $G_P=1.11\times10^{-8}$ and $G_{AP}=9.7\times10^{-10}$, a ratio of $11.4$. The column $T_{\downarrow\downarrow}$ is the least converged and can change by about half with the mesh, but at ten layers it adds only a few per cent to $G_P$. A coarser mesh gives $973\,\%$ instead of $1042\,\%$, so the result is about $1000\,\%$, more than twenty times the estimate from $P$. The parallel current has polarization $(T_{\uparrow\uparrow}-T_{\downarrow\downarrow})/(T_{\uparrow\uparrow}+T_{\downarrow\downarrow})\approx+0.95$, whereas the bulk value is about $-0.4$: even the sign differs. This completes the counter-example.

\section{The general statement}

Consider a junction with identical electrodes, a mirror plane at its centre and fourfold symmetry $C_{4v}$ about the normal. Let spin and $\mathbf k_\parallel$ be conserved and electrons be independent, at zero temperature and small bias. Suppose that

(i) at $\mathbf k_\parallel=0$ the electrode has propagating $\Delta_1$ states at the Fermi energy for majority spin, coupled to the barrier, and none for minority spin, nor a minority $\Delta_1$ state bound to the electrode surface or to the interface at that energy;

(ii) the smallest decay constant $\kappa(\mathbf k_\parallel)$ of the barrier belongs to a single evanescent state, takes its smallest value over the zone only at $\mathbf k_\parallel=0$, where the state is $\Delta_1$, and rises from there as $\kappa_1+\beta k_\parallel^2$ with $\beta>0$;

(iii) the couplings of the electrodes to this state vary smoothly near $\mathbf k_\parallel=0$.

\emph{Then the TMR grows without bound with barrier thickness, whatever the minority density of states.} Half-metallicity is therefore not necessary for a large TMR.

\subsection{Proof}

\emph{Factorization.} Fix $\mathbf k_\parallel$ and let $G_{n1}$ now be a matrix in the barrier orbitals. Apply a source vector $v$ to layer 1. The response $G_{i1}v$ obeys the source-free barrier equation for $1<i<n$, so it is a sum of evanescent solutions. Far from the left interface the slowest one, $\lambda^iu_1$ with $|\lambda|=e^{-\kappa}$, dominates. Its amplitude is linear in $v$, say $\ell^\dagger v$, and $\ell$ depends on the left side alone. At the right interface this wave produces a response $\lambda^nr$, where $r$ depends on the right side alone. Hence $G_{n1}\simeq\lambda^n r\ell^\dagger$; faster evanescent states and multiple reflections are exponentially smaller. Inserting this into the Landauer formula,
\begin{equation}
T=\mathrm{Tr}[\Gamma_RG_{n1}\Gamma_LG_{n1}^\dagger]
\simeq e^{-2\kappa n}\,(r^\dagger\Gamma_Rr)(\ell^\dagger\Gamma_L\ell).
\end{equation}
Call the two brackets $b_{\sigma'}$ and $a_\sigma$ for right spin $\sigma'$ and left spin $\sigma$. The mirror exchanges the electrodes, and a two-terminal conductor transmits equally in both directions, so $T_{\uparrow\downarrow}=T_{\downarrow\uparrow}$ and $b_\downarrow a_\uparrow=b_\uparrow a_\downarrow$. Thus $b_\sigma$ is proportional to $a_\sigma$ with a factor independent of spin, and with $A_\sigma\ge0$ absorbing its root,
\begin{equation}
T_{\sigma\sigma'}(\mathbf k_\parallel)\simeq A_\sigma(\mathbf k_\parallel)A_{\sigma'}(\mathbf k_\parallel)\,e^{-2\kappa(\mathbf k_\parallel)n}.
\label{fact}
\end{equation}
Using $a^2+b^2-2ab=(a-b)^2$, the summed TMR becomes
\begin{equation}
\mathrm{TMR}\simeq\frac{\int d^2k_\parallel\,(A_\uparrow-A_\downarrow)^2e^{-2\kappa n}}
{2\int d^2k_\parallel\,A_\uparrow A_\downarrow e^{-2\kappa n}} .
\label{tmr}
\end{equation}
What enters is the coupling to one evanescent state, not the density of states.

\emph{The zero at normal incidence.} At $\mathbf k_\parallel=0$ no matrix element connects different symmetries, so $\ell$ lies in the $\Delta_1$ sector. There $\Gamma_\downarrow$ is proportional to the minority spectral density of $\Delta_1$ symmetry at the electrode surface, which vanishes by (i). Hence $A_\downarrow(0)=0$, while $A_\uparrow(0)=A_0>0$.

\emph{The thick-barrier limit.} $A_\downarrow$ is non-negative, smooth and invariant under $C_{4v}$. Near its zero it has no linear term, and the only invariant quadratic form is $k_\parallel^2$, so $A_\downarrow\simeq\alpha k_\parallel^2$. For large $n$ the weight $e^{-2\beta nk_\parallel^2}$ confines the integrals to small $k_\parallel$. With $\int d^2k\,e^{-\gamma k^2}=\pi/\gamma$ and $\int d^2k\,k^2e^{-\gamma k^2}=\pi/\gamma^2$, where $\gamma=2\beta n$,
\begin{equation}
\mathrm{TMR}\simeq\frac{A_0^2\,\pi/\gamma}{2A_0\alpha\,\pi/\gamma^2}
=\frac{A_0\gamma}{2\alpha}=\frac{A_0\beta}{\alpha}\,n .
\label{linear}
\end{equation}
This grows without bound, and faster still if $\alpha=0$. To this leading order, minority states of other symmetries enter only through $\alpha$. $\square$

\subsection{What the limit says about the example}

In the model $\alpha$ has a visible origin. A minority $d_{xz}$ state enters the barrier through $p_x$, and off the normal $p_x$ couples to $s$ by $2iV_{sp}\sin k_x$. The amplitude is linear in $k_x$ and its square quadratic. The label $\Delta_1$ is sharp at $\mathbf k_\parallel=0$ and fades away from it, which is why the summed TMR is about $10$ as a ratio while normal incidence alone gives $10^7$ at only four layers.

The computed thicknesses have not reached the linear law. From 8 to 10 layers the TMR rises from $464\,\%$ to $1042\,\%$, a factor $2.2$ instead of $1.25$. Over the same step $T_{\uparrow\downarrow}$ falls from $3.27\times10^{-8}$ to $4.86\times10^{-10}$, an effective decay constant $\tfrac14\ln67.4=1.05$ per layer. This is well above $\kappa_1=0.77$ and close to the value $1.07$ found at $\mathbf k_\parallel=(\pi,0)$. It suggests, though the summed data do not prove it, that the antiparallel current at these thicknesses still flows mainly far from the normal. Once that part has died out, the exponential growth ends. Equation~(\ref{linear}) is only the leading term in $n$, however: in this model the TMR stays well below $A_0\beta n/\alpha$ even then, and the ratio of the two tends to one from below only slowly, over many tens of layers.

\section{Where the filter fails}

Each assumption marks a way to lose the effect. If the barrier's slowest state has a symmetry that both spins possess, $A_\downarrow(0)$ is finite and Eq.~(\ref{tmr}) saturates at $(A_\uparrow-A_\downarrow)^2/(2A_\uparrow A_\downarrow)$, taken at $\mathbf k_\parallel=0$; the $\Delta_5$ control at normal incidence behaves in the same way, because the slower $\Delta_1$ state is disconnected there. Disorder that scatters $\mathbf k_\parallel$ lets minority states far from the normal feed the slow $\Delta_1$ channel. Spin--orbit coupling contains terms $L_\pm S_\mp$, which change the orbital angular momentum about $z$ by one unit while flipping the spin. With the magnetization along $z$, they mix minority $\Delta_1$ (zero units) with majority $\Delta_5$ (one unit). Majority $\Delta_5$ is open in the model, so one state of each propagating $\Delta_5$ pair acquires some minority-spin $\Delta_1$ weight, and the minority zero is no longer protected. A bias that gives electrons access to energies above the minority $\Delta_1$ edge, $0.40$ eV in the model, opens the missing channel directly.

For Fe/MgO/Fe the proper inference from a large magnetoresistance is that the current is strongly spin-polarized in the states which this barrier selects. Whether iron is half-metallic is a question about all its Fermi-level states, and the tunnel current does not sample them evenly. The complete set of computed values is given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Metal s, eg, t2g levels, exchange (eV): 3.0 1.2 -1.6 2.0
Metal ss, sd, dd-sigma, dd-pi, dd-delta (eV): -1.0 -0.8 -0.8 0.6 0.2
Barrier s, p levels (eV): 8.0 -3.0
Barrier ss, sp, pp-sigma, pp-pi (eV): -1.0 1.0 0.5 -0.1
Interface ss, sd, sp, pd-sigma, pd-pi (eV): -1.0 -0.8 1.0 -0.8 0.4
Majority Delta1 Fermi wave vector (1/a): 1.1939
Minority Delta1 gap from -1.154 to 0.400 eV
Normal-incidence modes Delta1: majority 1, minority 0
Normal-incidence modes Delta2: majority 0, minority 1
Normal-incidence modes Delta5: majority 2, minority 2
Normal-incidence modes Delta2': majority 1, minority 0
Density-of-states broadening (eV): 0.05
Majority density of states (1/eV per cell): 0.475
Minority density of states (1/eV per cell): 1.135
Bulk polarization P: -0.410
Symmetry-blind TMR estimate from P: 40.4 %
Barrier band edges at zone centre (eV): -2.40, 2.00
Delta1 decay constant (per layer): 0.7698
Delta5 decay constant (per layer): 3.0890
Slowest decay at in-plane k=(pi,0) (per layer): 1.0655
Landauer decay, majority pair (per layer): 0.7698
Landauer decay, minority pair (per layer): 3.0890
Normal incidence, 4 layers: T_uu 8.089e-03, T_dd 2.165e-10, T_ud 3.714e-10
Normal-incidence TMR ratio, 4 layers: 1.089e+07
Same with Delta1 contact closed, TMR ratio: 0.0829
Mean open modes per surface cell, up: 1.063
Mean open modes per surface cell, down: 2.375
2 layers: T_uu 4.686e-02, T_dd 1.308e-02, T_ud 1.863e-02, TMR 61 %
4 layers: T_uu 7.256e-04, T_dd 1.452e-04, T_ud 2.142e-04, TMR 103 %
6 layers: T_uu 1.391e-05, T_dd 1.654e-06, T_ud 2.545e-06, TMR 206 %
8 layers: T_uu 3.501e-07, T_dd 1.933e-08, T_ud 3.274e-08, TMR 464 %
10 layers: T_uu 1.086e-08, T_dd 2.330e-10, T_ud 4.856e-10, TMR 1042 %
Parallel-current polarization, 10 layers: 0.9580
TMR at 10 layers on the coarser mesh: 973 %
\end{verbatim}
